# In-Plane Phonon Conductivity of Films with Partially Specular Surfaces

## 1. One rough wall

Let a solid fill the half-space $z>0$, with a weak temperature gradient along $x$, parallel to its surface. Suppose that the surface absorbs every arriving phonon and re-emits the energy as thermal phonons, with equal occupation in all outgoing directions. Phonons approaching it have come from deep inside and carry the full bulk heat current. Phonons leaving it have just lost all preference for one direction along $x$. At the surface, half the phonons therefore carry the bulk current and the other half carry none, so the local conductivity is half the bulk value. Farther in, collisions restore the missing half.

To make this quantitative, take phonons with one speed $v$, one relaxation time $\tau$ and isotropic linear dispersion $\omega=vk$. This is the gray model, with mean free path $\Lambda=v\tau$. The algebra uses atomic units, $\hbar=1$, so $\omega$ is also the phonon energy; $k_B$ is kept and $T$ is in kelvin. Phonons are treated as particles with the bulk spectrum and lifetime. In a steady state their occupation $n$ obeys

$$\mathbf v\cdot\nabla n=-\frac{n-n_0(T)}{\tau},\qquad n_0=\frac{1}{e^{\omega/k_BT}-1}.$$

The right side drives phonons towards equilibrium at rest, so every collision resists the heat current.

Write $n=n_0(T(x))+g$ and $T'=dT/dx$. Then

$$v_xT'\frac{\partial n_0}{\partial T}+v_x\frac{\partial g}{\partial x}+v_z\frac{\partial g}{\partial z}=-\frac g\tau .$$

Since $g$ is itself proportional to $T'$ and varies along $x$ through $T(x)$, the second term is of order $T'^2$. Linear response drops it.

**Bulk.** Far from surfaces $\partial g/\partial z=0$, hence

$$g_b=-\tau v_xT'\frac{\partial n_0}{\partial T}.$$

The heat current is $q_x=\sum_s\int\frac{d^3k}{(2\pi)^3}\,\omega v_x g$, where $s$ labels branches. The $n_0$ part is even in $v_x$ and contributes nothing. With $q_x=-\kappa T'$, the two minus signs cancel:

$$\kappa_{\rm bulk}=\tau\sum_s\int\frac{d^3k}{(2\pi)^3}\,\omega v_x^2\frac{\partial n_0}{\partial T}=\frac{Cv^2\tau}{3}=\frac{Cv\Lambda}{3}.$$

Here $v_x^2$ averages to $v^2/3$ over directions, and $C=\sum_s\int\frac{d^3k}{(2\pi)^3}\,\omega\,\partial n_0/\partial T$ is the heat capacity per volume.

**Near a wall.** Set $g=g_bh$, so that $h=1$ means full bulk current and $h=0$ means none. Since $v_xT'\partial n_0/\partial T=-g_b/\tau$, the transport equation becomes

$$v_zg_b\frac{\partial h}{\partial z}=\frac{g_b}{\tau}(1-h).$$

Let $\mu=|v_z|/v$, between 0 and 1, and let $h_+$ and $h_-$ belong to motion towards larger and smaller $z$. Then

$$\pm\mu\Lambda\frac{dh_\pm}{dz}=1-h_\pm .$$

For arriving phonons the general solution is $h_-=1+c\,e^{z/(\mu\Lambda)}$. It stays finite at depth only for $c=0$, so $h_-=1$. Diffuse emission requires $h_+(0)=0$, so $h_+=1-e^{-z/(\mu\Lambda)}$.

The weight of a direction in the conductivity is $v_x^2\propto(1-\mu^2)\cos^2\varphi$, with $\varphi$ the azimuth about $z$. The azimuth integral is common to film and bulk. In the bulk, both signs of $v_z$ together give $2\int_0^1(1-\mu^2)d\mu=4/3$. Dividing by this,

$$\frac{\kappa(z)}{\kappa_{\rm bulk}}=\frac34\int_0^1(1-\mu^2)(h_++h_-)\,d\mu .$$

At $z=0$ this is $\frac34\cdot\frac23=\frac12$, as argued above. The conductance missing near the wall corresponds to a layer of thickness

$$\int_0^\infty\left[1-\frac{\kappa(z)}{\kappa_{\rm bulk}}\right]dz=\frac34\int_0^1(1-\mu^2)\mu\Lambda\,d\mu=\frac34\Lambda\left(\frac12-\frac14\right)=\frac{3\Lambda}{16}.$$

A thick film with two such walls should therefore lose a fraction $3\Lambda/(8d)$ of its conductivity. The film formula must reproduce this.

## 2. Is the temperature really uniform across the thickness?

The calculation assumed that $T$ depends on $x$ alone. Collisions conserve energy, so $\sum_s\int d^3k\,\omega g/\tau$ must vanish at each point. It does: $g_b$ is proportional to $v_x$, hence to $\cos\varphi$, while neither the equation for $h$ nor its wall conditions contain $\varphi$. The azimuth integral is zero.

The same integral removes any net energy flow carried by $g$ into a wall. A diffuse wall that returns all the energy it receives thus emits at the local temperature $T(x)$. No temperature variation across the film is needed.

## 3. Two rough walls

Now confine the solid to $0<z<d$ and define $\delta=d/\Lambda$. With diffuse emission at both faces,

$$h_+=1-e^{-z/(\mu\Lambda)},\qquad h_-=1-e^{-(d-z)/(\mu\Lambda)}.$$

Each exponential has the same average over the thickness,

$$\frac1d\int_0^de^{-z/(\mu\Lambda)}dz=\frac\mu\delta\left(1-e^{-\delta/\mu}\right).$$

Inserting both into the local formula gives a factor $2\cdot\frac34=\frac32$:

$$F\equiv\frac{\kappa_{\rm film}}{\kappa_{\rm bulk}}=1-\frac{3}{2\delta}\int_0^1(\mu-\mu^3)\left(1-e^{-\delta/\mu}\right)d\mu\qquad(\text{diffuse walls}).$$

For $\delta\gg1$ the exponential disappears and the integral is $\frac14$. The loss is $3/(8\delta)$, in agreement with two separate walls.

## 4. Partly mirror-like walls

Let a fraction $p$ of the phonons be reflected specularly: $v_z$ changes sign, while $v_x$ and $\omega$ stay fixed. The rest are re-emitted diffusely. The specularity $p$ is the same at both faces and independent of angle and frequency. At the lower face

$$n_0+g_+=p(n_0+g_-)+(1-p)n_0 .$$

The equilibrium terms cancel, leaving $g_+=pg_-$. Since $g_b$ is unchanged by the reflection, the conditions at the two faces are

$$h_+(0)=p\,h_-(0),\qquad h_-(d)=p\,h_+(d).$$

The general solutions are

$$h_+=1-Ae^{-z/(\mu\Lambda)},\qquad h_-=1-Be^{-(d-z)/(\mu\Lambda)}.$$

With $E=e^{-\delta/\mu}$, the wall conditions read

$$1-A=p(1-BE),\qquad 1-B=p(1-AE).$$

Subtracting the second from the first gives $B-A=pE(A-B)$, or $(A-B)(1+pE)=0$. Hence $A=B$, and either condition then gives

$$A=\frac{1-p}{1-pE}.$$

The local conductivity is

$$\frac{\kappa(z)}{\kappa_{\rm bulk}}=1-\frac34\int_0^1(1-\mu^2)A\left[e^{-z/(\mu\Lambda)}+e^{-(d-z)/(\mu\Lambda)}\right]d\mu .$$

Averaging over $z$ as before,

$$F=\frac32\int_0^1(1-\mu^2)S(\mu)\,d\mu,\qquad S(\mu)=1-\frac{\mu}{\delta}\frac{(1-p)(1-E)}{1-pE}.$$

The factor $S$ is the fraction of its bulk current that a direction retains in the film. Finally put $t=1/\mu$. Then $d\mu=-dt/t^2$, the minus sign reverses the limits, and $(\mu-\mu^3)\,d\mu$ becomes $(t^{-3}-t^{-5})\,dt$. The result is the Fuchs–Sondheimer integral:

$$\boxed{F=1-\frac{3(1-p)}{2\delta}\int_1^\infty\left(\frac1{t^3}-\frac1{t^5}\right)\frac{1-e^{-\delta t}}{1-pe^{-\delta t}}\,dt}$$

For $p=0$ it returns Section 3. For $p=1$ it gives $F=1$ at any thickness: a mirror parallel to the heat flow leaves $v_x$ alone and adds no resistance in this model.

## 5. The thick limit and repeated reflections

For $p<1$, rewrite the wall factor and expand the geometric series:

$$\frac{1-E}{1-pE}=1-\frac{(1-p)E}{1-pE}=1-(1-p)\sum_{m=1}^{\infty}p^{m-1}E^m .$$

The $m$th term describes phonons that cross the film $m$ times without a collision and are reflected specularly $m-1$ times between crossings. Define

$$G(x)=\int_1^\infty\left(\frac1{t^3}-\frac1{t^5}\right)e^{-xt}dt=E_3(x)-E_5(x),$$

where $E_j(x)=\int_1^\infty t^{-j}e^{-xt}dt$ is the exponential integral. Since $G(0)=\frac12-\frac14=\frac14$,

$$F=1-\frac{3(1-p)}{2\delta}\left[\frac14-(1-p)\sum_{m=1}^{\infty}p^{m-1}G(m\delta)\right].$$

For a thick film each $G(m\delta)$ is exponentially small, and

$$F\simeq1-\frac{3(1-p)}{8\delta}.$$

The omitted terms are positive because $G>0$, so this law lies below the full result. At $\delta=10$ and $p=0$ it gives $1-3/80=0.9625$, and the full integral agrees to about $10^{-7}$.

To this order $p$ and $\Lambda$ enter through the product $(1-p)\Lambda$ alone. Measuring $F$ for thick films therefore cannot separate a smoother surface from a shorter mean free path.

## 6. The thin limit

When $\delta\ll1-p$, the expansion of $G$ at small $x$ is needed. Direct integration gives $G(0)=\frac14$ and $G'(0)=-\int_1^\infty(t^{-2}-t^{-4})dt=-\frac23$. The second derivative is $G''=E_1-E_3$. Integration by parts gives

$$E_1(x)=\int_x^\infty\frac{e^{-s}}s\,ds=-e^{-x}\ln x+\int_x^\infty e^{-s}\ln s\,ds\to-\ln x-\gamma,$$

with Euler's constant $\gamma=-\int_0^\infty e^{-s}\ln s\,ds\approx0.577$. Also $E_3(0)=\frac12$, so $G''\to-\ln x-\gamma-\frac12$. Integrating $-\ln x$ twice from zero gives $\frac{x^2}2\left(\frac32-\ln x\right)$. Therefore

$$G(x)=\frac14-\frac{2x}3+\frac{x^2}{2}(1-\gamma-\ln x)+\dots$$

Put $x=m\delta$. The sums over $m$ are

$$\sum_m(1-p)p^{m-1}\{1,\;m,\;m^2\}=\left\{1,\;\frac1{1-p},\;\frac{1+p}{(1-p)^2}\right\}.$$

The constants $\frac14$ cancel in the bracket of Section 5. The linear term contributes $2\delta/[3(1-p)]$, which the prefactor turns into 1, cancelling the leading 1 in $F$. The quadratic terms remain:

$$F\simeq\frac{3\delta}{4}\left\{\frac{1+p}{1-p}\left[\ln\frac1\delta+1-\gamma\right]-(1-p)^2\sum_{m=1}^{\infty}p^{m-1}m^2\ln m\right\}.$$

The logarithm comes from phonons moving almost parallel to the film. For small $\delta/\mu$, expanding $S$ gives

$$S\simeq\frac{\delta}{2\mu}\,\frac{1+p}{1-p}.$$

This expansion requires $\delta/\mu\ll1-p$ and fails near $\mu\sim\delta/(1-p)$. Integrating $1/\mu$ down to that value produces $\ln(1/\delta)$ plus a constant that depends on $p$. The law therefore rests on $p$ staying below 1 at grazing incidence. If instead $1-p\simeq a\mu^2$ at small $\mu$, as in the roughness estimate of Section 7, directions with $\mu^3\lesssim\delta/a$ keep most of their current and $F$ falls only as $\delta^{1/3}$.

The constants beside the logarithm matter. At $\delta=0.02$:

- For $p=0$ the full integral gives 0.0652 and the thin law $0.015\,(3.912+0.423)=0.0650$. The logarithm alone gives 0.0587, 10% below the full integral.
- For $p=0.5$ the corresponding values are 0.139, 0.137 and 0.176. The logarithm alone is now 26% too high, because the sum over reflections subtracts more than the term $1-\gamma$ adds.

## 7. A 200 Å film

Take a model solid with three identical linear branches, cutoff energy 0.05 eV, speed 60 Å/ps, mean free path 500 Å and temperature 300 K. Its energy density is

$$u(T)=\frac{3}{2\pi^2}\int_0^{k_{\max}}k^2\,\omega\,n_0\,dk,$$

and $C=du/dT=7.40\times10^{-6}$ eV/(Å$^3$ K). Thus

$$\kappa_{\rm bulk}=\frac{7.40\times10^{-6}\times60\times500}{3}=0.0740\ \frac{\text{eV}}{\text{Å ps K}},$$

which is 119 W/(m K). A separate integral of $\omega v_x^2\tau\,\partial n_0/\partial T$ over the modes confirms the factor $\frac13$.

For $d=200$ Å, $\delta=200/500=0.4$. Multiplying $\kappa_{\rm bulk}$ by $F$ gives:

| $p$ | $F$ | $\kappa_{\rm film}$, eV/(Å ps K) | $\kappa_{\rm film}$, W/(m K) |
|---|---|---|---|
| 0 | 0.470 | 0.0348 | 55.7 |
| 0.5 | 0.668 | 0.0494 | 79.2 |
| 0.9 | 0.914 | 0.0676 | 108 |
| 1 | 1 | 0.0740 | 119 |

Each row uses one $p$ for all angles and wavelengths, which a real surface does not have. In this solid, the shortest wavelength is 5.0 Å, and nearly 90% of the bulk conductivity comes from wavelengths below 11 Å. A common estimate for a surface of rms roughness $\eta$ is $p=e^{-4k^2\eta^2}$ at normal incidence. For a wavelength of 6.4 Å, $p=0.5$ then requires $\eta\approx0.4$ Å, less than an atomic spacing. At other angles, $k$ is replaced by its component normal to the surface. On rougher surfaces, mostly specular reflection therefore requires grazing incidence or a long wavelength. Grazing directions carry much of the current in a thin film, so the diffuse row is not the realistic case either: putting $p=e^{-4k^2\eta^2\mu^2}$ into $S(\mu)$ for each $k$ and weighting by the bulk contribution of each $k$ gives $F\approx0.70$, 0.58 and 0.50 for $\eta=1$, 2 and 5 Å, against 0.47 for $p=0$.

With diffuse walls the local conductivity is 0.35 of bulk at a surface and 0.51 at the centre. The surface value lies below the $\frac12$ of Section 1 because phonons arriving there may have left the opposite wall recently and have not recovered their full current. Even the centre is well below bulk: no point in this film is many mean free paths from a wall. For $p=0.5$ the two values rise to 0.60 and 0.69.

Directions with $\mu<0.2$ carry $\frac32(0.2-0.2^3/3)=0.296$ of the bulk current, but 0.483 of the current in the diffuse film. Their absolute current has fallen; their share has grown because steeper phonons lose more.

Two independent calculations test the result. A numerical solution of the equations for $h_\pm$, with their wall conditions, agrees with the integral to about $2\times10^{-10}$ in $F$ for five pairs of $\delta$ and $p$. It also reproduces the profile values and the share of grazing phonons.

The second calculation follows phonons on random walks with isotropic collisions, specular reflections and diffuse re-emission. It obtains the diffusion coefficient $D$ from the growth of their mean squared displacement along the film, and $\kappa=CD$. For $p=0.5$ it gives $F=0.668$ with a standard error of 0.003, against 0.668 from the integral. This calculation does not use the solution for $h_\pm$.

## 8. Changing the thickness

For the same solid:

| $d$, Å | $F$, $p=0$ | $F$, $p=0.5$ |
|---|---|---|
| 100 | 0.323 | 0.519 |
| 500 | 0.684 | 0.829 |
| 1000 | 0.819 | 0.908 |
| 5000 | 0.963 | 0.981 |

At $d=500$ Å, where $\delta=1$, the thick law for $p=0$ gives $1-\frac38=0.625$ instead of 0.684. At 1000 Å it gives 0.813 instead of 0.819. The approach to the thick limit is fast, but the loss itself decays slowly, as $1/d$: ten mean free paths still leave a reduction of nearly 4% for diffuse walls.

The scan also shows the ambiguity between $p$ and $\Lambda$ being lifted in thinner films. Halving $1-p$ and halving $d$ together leaves the thick law unchanged. The full values for $(p=0,\ d=1000\text{ Å})$ and $(p=0.5,\ d=500\text{ Å})$ are 0.819 and 0.829, close but no longer equal. Since $F$ depends on $d$ and $\Lambda$ only through $\delta$, the second value also belongs to a 1000 Å film with $p=0.5$ and $\Lambda=1000$ Å, which has the same product $(1-p)\Lambda$ as the first.

The conductivity falls to half its bulk value at 228 Å for $p=0$ and at 91 Å for $p=0.5$. The thick law would put the first of these at $\frac34\Lambda=375$ Å, so it should not be used there.

## 9. Beyond one mean free path

The argument of Section 2 holds separately for each frequency and branch, provided that the dispersion is isotropic, collisions still have the relaxation form and specular reflection keeps each phonon in its branch. If group $j$ contributes $\kappa_j$ to the bulk conductivity and has its own $\Lambda_j$ and $p_j$, the groups therefore add:

$$\kappa_{\rm film}=\sum_j\kappa_j\,F(d/\Lambda_j,\,p_j).$$

One average mean free path generally cannot reproduce this sum at every thickness. Even with a common $p<1$, the loss in thick films depends on the average of $\Lambda_j$ weighted by $\kappa_j$, while the thin limit contains the averages of $1/\Lambda_j$ and $(\ln\Lambda_j)/\Lambda_j$.

Other failures are more basic. If many collisions conserve the total phonon momentum, they do not relax the current towards zero, and the collision term used here is wrong. If $d$ is comparable with the important phonon wavelengths, confinement changes the spectrum and the particle picture fails. The thin limit is then a property of the integral, not a prediction for a real film; at $\Lambda=500$ Å, the value $\delta=0.02$ used in Section 6 would mean a thickness of 10 Å.

Within these limits, the formula can be used for a fin when heat flows parallel to its two broad faces and the other dimensions are large compared with $\Lambda$, not merely with $d$. For the diffuse 200 Å film, narrow faces $5d$ apart still lower the conductivity by a further 10%, and faces $10d$ apart by 5%. The check's output below gives the computed values with further digits.

## Computed results

```
cutoff energy = 0.050 eV
phonon speed = 60.0 angstrom/ps
mean free path = 500.0 angstrom
relaxation time = 8.3333 ps
temperature = 300.0 K
heat capacity = 7.40064e-06 eV/(angstrom^3 K)
bulk conductivity = 0.07401 eV/(angstrom ps K)
bulk conductivity = 118.57 W/(m K)
mode integral / (C v L/3) = 1.0000004
film thickness = 200.0 angstrom
delta = 0.400 (no unit)
largest |F - collocation F| = 1.6e-10 (no unit)
p=0.0: F = 0.46982 (no unit)
  k = 0.03477 eV/(angstrom ps K) = 55.71 W/(m K)
p=0.5: F = 0.66780 (no unit)
  k = 0.04942 eV/(angstrom ps K) = 79.18 W/(m K)
p=0.9: F = 0.91391 (no unit)
  k = 0.06764 eV/(angstrom ps K) = 108.36 W/(m K)
p=1.0: F = 1.00000 (no unit)
  k = 0.07401 eV/(angstrom ps K) = 118.57 W/(m K)
p=0.0: k(z)/k_bulk surface 0.34983, centre 0.51287 (no unit)
p=0.5: k(z)/k_bulk surface 0.60372, centre 0.69131 (no unit)
share of |mu|<0.2: bulk 0.2960, film p=0 0.4829 (no unit)
random walk p=0.5: F = 0.6684, std. error 0.0025 (no unit)
reflection series p=0.5: F = 0.6677981 (no unit)
delta=10, p=0.0: F 0.9625001, thick law 0.9625000 (no unit)
delta=10, p=0.5: F 0.9812500, thick law 0.9812500 (no unit)
delta=0.02, p=0.0: F 0.06522, thin law 0.06502, log only 0.05868
delta=0.02, p=0.5: F 0.13920, thin law 0.13675, log only 0.17604
d=100 angstrom: F(p=0) 0.32301, F(p=0.5) 0.51946 (no unit)
d=500 angstrom: F(p=0) 0.68386, F(p=0.5) 0.82911 (no unit)
d=1000 angstrom: F(p=0) 0.81911, F(p=0.5) 0.90796 (no unit)
d=5000 angstrom: F(p=0) 0.96250, F(p=0.5) 0.98125 (no unit)
p=0.0: F = 1/2 at d = 227.78 angstrom
p=0.5: F = 1/2 at d = 91.41 angstrom
```
